# Huang-Rhys factors from one effective mode along a straight relaxation path, part 1

(Sections cited here and not found follow in the second part.)

## 1. Relaxation energy and Huang-Rhys factor

### A case with two modes

Take a defect whose change of charge state displaces two vibrational modes by the same mass-weighted distance $q$. One has angular frequency $\omega_0$, the other $7\omega_0$. The harmonic energy released when both modes relax is

$$E=\tfrac12\omega_0^2q^2+\tfrac12(7\omega_0)^2q^2=25\,\omega_0^2q^2 .$$

The Huang-Rhys factor of a mode is its relaxation energy divided by its phonon energy. The two factors add up to

$$S_{\rm tot}=\frac{\omega_0^2q^2/2}{\hbar\omega_0}+\frac{49\,\omega_0^2q^2/2}{7\hbar\omega_0}
=\frac{4\omega_0q^2}{\hbar}.$$

Now replace both modes by one that runs straight from the old minimum to the new one. Its displacement has the squared length $\Delta Q^2=q^2+q^2=2q^2$. To release the same energy over this length it needs a frequency $\Omega$ with $\frac12\Omega^2(2q^2)=25\omega_0^2q^2$, so $\Omega=5\omega_0$. Its Huang-Rhys factor is

$$S_{\rm eff}=\frac{E}{\hbar\Omega}=\frac{25\,\omega_0^2q^2}{5\hbar\omega_0}=\frac{5\omega_0q^2}{\hbar}=\frac54\,S_{\rm tot}.$$

The energy is kept, but the phonon number is 25 % too high. The effective frequency is the root mean square of 1 and 7, which is 5, whereas the sum of Huang-Rhys factors contains the plain mean, which is 4. The general result rests on this difference.

### Coordinates and assumptions

Let $R_i$ be the Cartesian displacements of the atoms from the minimum of the final charge state, $m_i$ the masses and $K_{ij}$ the Hessian. The harmonic energy is $V=\frac12\sum_{ij}R_iK_{ij}R_j$. With $q_i=\sqrt{m_i}R_i$ and $D_{ij}=K_{ij}/\sqrt{m_im_j}$ this becomes $V=\frac12\sum_{ij}q_iD_{ij}q_j$. The matrix $D$ is real and symmetric, so it has orthonormal eigenvectors $e_k$ with eigenvalues $\omega_k^2$. Projection on them, $Q_k=\sum_ie_{k,i}q_i$, gives

$$V(Q)=\tfrac12\sum_k\omega_k^2Q_k^2 .\tag{1}$$

The minimum of the initial charge state lies at $Q_k=\Delta Q_k$. Because the eigenvectors are orthonormal, the total length can be found without them:

$$\Delta Q^2=\sum_k\Delta Q_k^2=\sum_i m_i\,\Delta R_i^2 .\tag{2}$$

Three assumptions hold unless stated otherwise. The energy surfaces are harmonic, all displaced modes have $\omega_k>0$, and both charge states have the same Hessian. The last assumption is not needed for the energies and inequalities of this half, which use one surface and one displacement vector. It is needed for the phonon count behind equation (6) and for the thermal formulas of the second half.

### The straight path keeps the energy

The straight line between the minima is $Q_k=t\,\Delta Q_k$ with $0\le t\le1$. Equation (1) gives on it

$$V(t)=t^2E,\qquad E=\tfrac12\sum_k\omega_k^2\Delta Q_k^2 .\tag{3}$$

The mass-weighted distance from the final minimum is $Q=t\,\Delta Q$, so $V=(E/\Delta Q^2)\,Q^2$. Comparison with $\frac12\Omega^2Q^2$ yields

$$\Omega^2=\frac{2E}{\Delta Q^2}=\sum_kp_k\omega_k^2=\langle\omega^2\rangle,\qquad p_k=\frac{\Delta Q_k^2}{\Delta Q^2}.\tag{4}$$

The weights $p_k$ are non-negative and add up to one. Angle brackets denote averages with these weights. Since $\frac12\Omega^2\Delta Q^2=E$, the effective mode has the full relaxation energy.

The straight line is generally not an eigenvector of $D$, and a classical particle released at its upper end would leave it. The effective mode reproduces the energy along the line. It does not reproduce the motion of the lattice.

### What the Huang-Rhys factor counts

For one mode let $a$ and $a^\dagger$ be the ladder operators of the final surface, with $[a,a^\dagger]=1$ and

$$Q=\sqrt{\frac{\hbar}{2\omega}}\,(a+a^\dagger),\qquad P=i\sqrt{\frac{\hbar\omega}{2}}\,(a^\dagger-a).$$

The operator $T=e^{-iP\Delta Q/\hbar}$ shifts a state by $+\Delta Q$. Inserting $P$ gives

$$T=e^{\alpha(a^\dagger-a)},\qquad \alpha=\Delta Q\sqrt{\frac{\omega}{2\hbar}} .\tag{5}$$

The shift acts on the position as $T^\dagger QT=Q+\Delta Q$ and leaves $P$ unchanged. In terms of the ladder operators this means $T^\dagger aT=a+\alpha$. An oscillator state $|n\rangle$ of the initial surface, seen from the final surface, is $T|n\rangle$. Its mean phonon number is

$$\langle n|T^\dagger a^\dagger aT|n\rangle=\langle n|(a^\dagger+\alpha)(a+\alpha)|n\rangle=n+\alpha^2,$$

because the terms linear in $a$ or $a^\dagger$ change $n$ and have no diagonal element. A sudden change of charge state therefore adds on average

$$S_k=\frac{\omega_k\Delta Q_k^2}{2\hbar}=\frac{\omega_k^2\Delta Q_k^2/2}{\hbar\omega_k}\tag{6}$$

phonons to mode $k$, whatever its initial level. Summing the energies returns $\sum_kS_k\hbar\omega_k=E$.

### The inequality

With the weights of equation (4) the multimode and effective factors are

$$S_{\rm tot}=\sum_kS_k=\frac{\Delta Q^2}{2\hbar}\langle\omega\rangle,\qquad
S_{\rm eff}=\frac{\Omega\,\Delta Q^2}{2\hbar}=\frac{\Delta Q^2}{2\hbar}\sqrt{\langle\omega^2\rangle}.\tag{7}$$

The variance of the frequency is $\langle(\omega-\langle\omega\rangle)^2\rangle=\langle\omega^2\rangle-\langle\omega\rangle^2$. Division of the two factors gives

$$\left(\frac{S_{\rm eff}}{S_{\rm tot}}\right)^2=\frac{\langle\omega^2\rangle}{\langle\omega\rangle^2}
=1+\frac{\mathrm{Var}(\omega)}{\langle\omega\rangle^2}\ \ge\ 1 .\tag{8}$$

Equality requires zero variance, which means that all displaced modes have the same frequency. The number of modes does not matter by itself. A relative frequency spread of 0.2 raises the factor by only about 2 %, since $\sqrt{1.04}\approx1.02$.

The physical reason is that a stiff mode stores much energy in few phonons and a soft mode stores little energy in comparatively many. A single phonon energy has to serve both. The straight path weights frequencies by squared displacement and averages their squares. The mean energy per emitted phonon, $E/S_{\rm tot}=\hbar\langle\omega^2\rangle/\langle\omega\rangle$, is higher than $\hbar\Omega$ whenever the frequencies differ. At fixed energy, a lower phonon energy means more phonons.

### How large the excess can be

Let the displaced modes lie between frequencies $a$ and $b$, which here are numbers and not operators. Then $(\omega_k-a)(b-\omega_k)\ge0$ for each mode, or $\omega_k^2\le(a+b)\omega_k-ab$. Averaging, dividing by $\langle\omega\rangle^2$ and writing $u=1/\langle\omega\rangle$ gives

$$\left(\frac{S_{\rm eff}}{S_{\rm tot}}\right)^2\le(a+b)u-ab\,u^2 .$$

The right side is a downward parabola in $u$ with its maximum at $u=(a+b)/(2ab)$. Its value there is $(a+b)^2/(4ab)$, so

$$1\le\frac{S_{\rm eff}}{S_{\rm tot}}\le\frac{a+b}{2\sqrt{ab}} .\tag{9}$$

The limit is reached when the displacement lies in modes at $a$ and $b$ alone, with weights $p_a=b/(a+b)$ and $p_b=a/(a+b)$, because then $\langle\omega\rangle=2ab/(a+b)$. The worst case thus has most of the squared displacement in the soft mode.

Relations (3), (8) and (9) were tested on 500 random chains of eight atoms with alternating masses of 11 and 14 atomic mass units, starting from the Cartesian Hessians. The energies agreed and both bounds held in each chain. The largest ratio found was 1.518.

### Two other single modes

A single mode can also be laid along the initial force, the direction in which steepest descent begins. In mass-weighted coordinates this line is $Q_k=\Delta Q_k-s\,\omega_k^2\Delta Q_k$. With $M_j=\sum_k\omega_k^j\Delta Q_k^2$ the energy on it is

$$V(s)=\tfrac12\sum_k\omega_k^2\Delta Q_k^2(1-s\omega_k^2)^2=\tfrac12\left(M_2-2sM_4+s^2M_6\right).$$

It is lowest at $s=M_4/M_6$, and the recovered energy is $E_F=M_4^2/(2M_6)$. The Cauchy-Schwarz inequality $M_4^2\le M_2M_6$ gives $E_F\le M_2/2=E$. The squared length per unit $s^2$ is $M_4$, so the curvature gives $\Omega_F^2=M_6/M_4$. The Huang-Rhys factor of this mode is

$$S_F=\frac{E_F}{\hbar\Omega_F}=\frac{1}{2\hbar}\frac{M_4^{5/2}}{M_6^{3/2}} .$$

It obeys the opposite inequality. Put $u_k=\omega_k\Delta Q_k^2/M_1$ and $v_k=\omega_k^6\Delta Q_k^2/M_6$, each of which sums to one. The weighted inequality of arithmetic and geometric means says $u_k^{2/5}v_k^{3/5}\le\frac25u_k+\frac35v_k$. The left side equals $\omega_k^4\Delta Q_k^2/(M_1^{2/5}M_6^{3/5})$, and summation yields $M_4\le M_1^{2/5}M_6^{3/5}$. Raising this to the power $5/2$ gives $M_4^{5/2}\le M_1M_6^{3/2}$, hence $S_F\le M_1/(2\hbar)=S_{\rm tot}$. The statement that the effective mode never underestimates the Huang-Rhys factor therefore belongs to the straight line between the minima.

A second choice assigns the phonon energy $\hbar\bar\omega=E/S_{\rm tot}$. It keeps both $E$ and $S_{\rm tot}$, but the length must follow from $\frac12\bar\omega^2\Delta\bar Q^2=E$. With $\bar\omega=\langle\omega^2\rangle/\langle\omega\rangle$ and $2E=\langle\omega^2\rangle\Delta Q^2$ this gives

$$\Delta\bar Q=\Delta Q\,\frac{\langle\omega\rangle}{\sqrt{\langle\omega^2\rangle}}=\Delta Q\,\frac{S_{\rm tot}}{S_{\rm eff}} .\tag{10}$$

One mode has two parameters, its frequency and its length. It cannot match $E$, $S_{\rm tot}$ and $\Delta Q$ together unless the frequency spread vanishes.

### Numbers for a wide phonon range

Hexagonal boron nitride has light atoms and stiff in-plane bonds, together with soft motions of its layers. Its phonon energies reach roughly 200 meV. This wide range makes it a suitable setting for a model deep centre with four displaced modes. The energies and displacements are chosen round values and do not describe a computed defect.

| $\hbar\omega_k$ (meV) | $\Delta Q_k$ (amu$^{1/2}$ Å) | $E_k$ (meV) | $S_k=E_k/\hbar\omega_k$ |
|---|---|---|---|
| 20 | 0.6 | 17.22 | 0.861 |
| 60 | 0.4 | 68.90 | 1.148 |
| 110 | 0.3 | 130.26 | 1.184 |
| 170 | 0.2 | 138.27 | 0.813 |

The sums are $E=354.65$ meV, or $5.682\times10^{-20}$ J, and $S_{\rm tot}=4.007$. The squared length is $0.36+0.16+0.09+0.04=0.65$ amu Å$^2$. The effective phonon energy follows from equation (4):

$$\hbar\Omega=\sqrt{\frac{0.36\cdot20^2+0.16\cdot60^2+0.09\cdot110^2+0.04\cdot170^2}{0.65}}\ \text{meV}=67.54\ \text{meV}.$$

Hence $S_{\rm eff}=354.65/67.54=5.251$, which is 31 % above $S_{\rm tot}$. Equation (8) gives the same ratio from the mean of 51.54 meV and the standard deviation of 43.65 meV: $\sqrt{1+(43.65/51.54)^2}=1.310$. For the range from 20 to 170 meV the upper limit (9) is $190/(2\sqrt{3400})=1.629$.

The line along the initial force recovers 250.7 meV, about 71 % of $E$. Its phonon energy is 152.5 meV and its Huang-Rhys factor is 1.64, well below $S_{\rm tot}$. The mode that keeps $E$ and $S_{\rm tot}$ has a phonon energy of 88.5 meV and a length of 0.615 amu$^{1/2}$ Å, compared with the true length of 0.806 amu$^{1/2}$ Å.

## 2. Temperature, vibrational overlap and use in practice

### Symbols and results carried over

Mode $k$ has frequency $\omega_k$, mass-weighted displacement $\Delta Q_k$ and Huang-Rhys factor $S_k=\omega_k\Delta Q_k^2/(2\hbar)$. The total squared length is $\Delta Q^2$, and $\langle\cdot\rangle$ averages over modes with weights $p_k=\Delta Q_k^2/\Delta Q^2$. The straight-line mode has $\Omega^2=\langle\omega^2\rangle$, keeps the relaxation energy $E=\sum_kS_k\hbar\omega_k$, and has $S_{\rm eff}\ge S_{\rm tot}=\sum_kS_k$. The shift operator of one mode is $T=e^{\alpha(a^\dagger-a)}$ with $\alpha^2=S$. Both charge states have the same harmonic Hessian. In the product $kT$ the letter $k$ is the Boltzmann constant and $T$ the temperature; elsewhere $k$ numbers the modes. In the four-mode example $E=354.65$ meV, $\hbar\Omega=67.54$ meV, $S_{\rm tot}=4.007$ and $S_{\rm eff}=5.251$.

### Thermal mean of a shift

The thermal formulas need the mean of $e^{\beta a^\dagger-\beta^*a}$ for a complex number $\beta$. Let $A$ and $B$ be operators whose commutator $c=[A,B]$ is a number. The product $G(s)=e^{sA}e^{sB}$ satisfies

$$G'(s)=\left(A+e^{sA}Be^{-sA}\right)G(s)=(A+B+sc)\,G(s),$$

because $e^{sA}Be^{-sA}=B+sc$. Its solution with $G(0)=1$ gives at $s=1$

$$e^Ae^B=e^{A+B}e^{c/2}.\tag{11}$$

For $A=\beta a^\dagger$ and $B=-\beta^*a$ the commutator is $-|\beta|^2[a^\dagger,a]=|\beta|^2$, so $e^{\beta a^\dagger-\beta^*a}=e^{-|\beta|^2/2}e^{\beta a^\dagger}e^{-\beta^*a}$. In level $n$ the terms with equal powers of $a^\dagger$ and $a$ survive:

$$\langle n|e^{\beta a^\dagger}e^{-\beta^*a}|n\rangle=\sum_{j=0}^{n}\frac{(-|\beta|^2)^j}{j!}\binom nj .$$

The thermal weight of level $n$ is $(1-z)z^n$ with $z=e^{-\hbar\omega/kT}$. The sum $\sum_n\binom njz^n=z^j/(1-z)^{j+1}$ turns each binomial coefficient into $\bar n^j$, where $\bar n=z/(1-z)$ is the mean thermal occupation. The series in $j$ is then an exponential, and

$$\left\langle e^{\beta a^\dagger-\beta^*a}\right\rangle_T=e^{-|\beta|^2(\bar n+1/2)} .\tag{12}$$

With $\beta=\alpha$ and $2\bar n+1=\coth(\hbar\omega/2kT)$, the squared thermal mean overlap of all modes is $e^{-B_T}$, where

$$B_T=\sum_kS_k\coth\frac{\hbar\omega_k}{2kT} .\tag{13}$$

At zero temperature it reduces to $e^{-S_{\rm tot}}$, the weight of the transition without phonons.

The straight-line mode keeps the relaxation energy but never underestimates the total Huang-Rhys factor, and the thermal mean overlap of the separate modes is now known. What remains is the distribution of the energy given to phonons, the effective mode's errors in overlap and width, and the limits and practical use of the results.
